**Collinear three-phonon collisions and the missing shear viscosity**

In one isotropic branch \(\omega=v|\mathbf q|\) in three dimensions, three-phonon collisions conserve the energy of each direction separately and cannot relax shear stress. Here \(\mathbf q\) is the wave vector, \(v\) the sound speed, \(N\) the occupation, \(e\) the energy density, \(k\) the wave number of a drift wave and \(\tau\) an angular relaxation time added by hand. The program enumerates resonant triples on a lattice of 256 wave vectors and asserts that all are collinear and that the collision matrix has one invariant per direction; the output shows 218 of each. It asserts that two rays with different energies settle at their own temperatures, 130 K and 70 K. It also asserts the stress-growth law, the free-flight decay of a drift wave and the viscous rate \(v^2\tau k^2/5\) that holds when angular relaxation is present. At \(kvt=2\) the wave keeps 0.653 of its amplitude with collinear collisions alone and 0.995 with \(\tau=100\) ps. Adding a slower branch leaves 341 invariants for 436 rays and 81% of the stress unrelaxed on this coarse lattice, so the second branch relaxes part of the stress. The last part sizes dispersion, anisotropy and wide-angle decay for rough diamond-like values.

## Program and output

```python
# RESULT UNDER TEST: in one branch omega = v|q| (3D, isotropic), three-phonon
# collisions q1 + q2 <-> q3 are collinear. They conserve the energy of every
# direction separately, so they cannot relax shear stress.
# Symbols: hv = hbar*v (eV angstrom), q = wave number (1/angstrom),
# theta = angle between q1 and q2, tau = angular relaxation time added by hand,
# N = occupation, D = energy mismatch divided by hbar*v.
import numpy as np
from math import gcd
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import spherical_jn

rng = np.random.default_rng(7)
hbar = constants.hbar / constants.e          # eV s
kB = constants.k / constants.e               # eV / K
hv, T, tau = 0.12, 100.0, 100e-12            # rough diamond-like values
wavelength = 1.0e7                           # angstrom
q1, q2 = 0.10, 0.20                          # 1/angstrom
qsum = q1 + q2
v = hv / hbar                                # angstrom / s
norm = np.linalg.norm

print(f"hbar*v = {hv:.2f} eV angstrom")
print(f"sound speed = {v*1e-12:.1f} angstrom/ps")
print(f"temperature = {T:.0f} K, kT = {kB*T:.5f} eV")
print(f"q1, q2 = {q1:.2f}, {q2:.2f} 1/angstrom")
print(f"phonon energies 1, 2 = {hv*q1:.4f}, {hv*q2:.4f} eV")

# ---- Mismatch from actual vectors against the closed form
def total_length(theta):
    return norm([q1 + q2*np.cos(theta), q2*np.sin(theta)])

for degrees in (1, 10, 60):
    th = np.radians(degrees)
    Q = total_length(th)
    direct = qsum - Q
    formula = 2*q1*q2*(1 - np.cos(th)) / (qsum + Q)
    assert abs(direct/formula - 1) < 1e-8
    print(f"mismatch at {degrees} deg = {hv*direct:.3e} eV")

# ---- Umklapp: zone defined by Bragg planes of the fcc crystal (unit 2 pi/a)
G = np.array([[a, b, c] for a in (-1, 1) for b in (-1, 1) for c in (-1, 1)]
             + [list(s*2*np.eye(3)[i]) for i in range(3) for s in (-1, 1)])
def bragg_excess(q):
    return q @ G.T - 0.5*np.sum(G**2, axis=1)
sample = rng.uniform(-1, 1, (40000, 3))
sample = sample[bragg_excess(sample).max(axis=1) < 0]
half = len(sample)//2
qa, qb = sample[:half], sample[half:2*half]
folded = qa + qb
was_folded = np.zeros(half, bool)
for _ in range(20):
    excess = bragg_excess(folded)
    outside = excess.max(axis=1) > 1e-12
    if not outside.any():
        break
    folded[outside] -= G[excess.argmax(axis=1)[outside]]
    was_folded |= outside
assert not (bragg_excess(folded).max(axis=1) > 1e-12).any()
gap = (norm(qa, axis=1) + norm(qb, axis=1) - norm(folded, axis=1))[was_folded]
assert was_folded.sum() > 1000 and gap.min() > 0
print(f"umklapp pairs sampled = {was_folded.sum()}")
print(f"smallest umklapp mismatch = {gap.min():.4f} x 2pi/a")

# ---- Weight of the collinear root and mean angle for a Gaussian width
width = hbar/tau/hv                          # 1/angstrom
def broadened(u):                            # u = 1 - cos(theta)
    Q = np.sqrt(qsum**2 - 2*q1*q2*u)
    return np.exp(-0.5*((qsum - Q)/width)**2)/(width*np.sqrt(2*np.pi))
umax = 12*width*qsum/(q1*q2)
weight = quad(broadened, 0, umax, epsabs=1e-11, limit=200)[0]
mean_u = quad(lambda u: u*broadened(u), 0, umax, epsabs=1e-13,
              limit=200)[0]/weight
full_weight = qsum/(q1*q2)
assert abs(weight/(0.5*full_weight) - 1) < 2e-3
assert abs(mean_u/(width*np.sqrt(2/np.pi)*full_weight) - 1) < 2e-3
print(f"linewidth hbar/tau = {hbar/tau:.3e} eV")
print(f"weight / full weight = {weight/full_weight:.4f}")
print(f"rms angle from linewidth = {np.degrees(np.sqrt(2*mean_u)):.2f} deg")

# ---- Enumerate resonant triples on an integer wave-vector lattice
R = 4
axis = np.arange(-R, R+1)
pts = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
pts = pts[(np.sum(pts**2, axis=1) > 0) & (np.sum(pts**2, axis=1) <= R*R)]
n = len(pts)
length = norm(pts, axis=1)
table = -np.ones((4*R+1,)*3, int)
table[tuple((pts + 2*R).T)] = np.arange(n)
I, J = np.indices((n, n)).reshape(2, -1)
K = table[tuple((pts[I] + pts[J] + 2*R).T)]

def resonances(speeds, channels):
    blocks, pairs = [], []
    for a, b, c in channels:
        miss = speeds[a]*length[I] + speeds[b]*length[J] - speeds[c]*length[K]
        hit = np.flatnonzero((K >= 0) & (abs(miss) < 1e-9))
        S = np.zeros((len(hit), len(speeds)*n))
        row = np.arange(len(hit))
        np.add.at(S, (row, a*n + I[hit]), 1)
        np.add.at(S, (row, b*n + J[hit]), 1)
        np.add.at(S, (row, c*n + K[hit]), -1)
        blocks.append(S)
        pairs.append(hit)
    return np.vstack(blocks), pairs

def lattice_study(speeds, channels):
    S, pairs = resonances(speeds, channels)
    omega = np.concatenate([s*length for s in speeds])
    metric = 1/(2*np.sinh(omega/2))          # sqrt(N(N+1)) at kT = 1
    scaled = S/metric
    C = scaled.T @ scaled                    # symmetrized collision matrix
    val, vec = np.linalg.eigh(C)
    null = vec[:, val < 1e-9*val.max()]
    nxy = pts[:, 0]*pts[:, 1]/length**2
    stress = metric*omega*np.tile(nxy, len(speeds))
    survives = np.sum((null.T @ stress)**2)/np.sum(stress**2)
    drift = metric*np.tile(pts[:, 0], len(speeds))
    vy = np.concatenate([s*pts[:, 1]/length for s in speeds])
    free = np.sum(drift**2*np.exp(-2j*vy)).real/np.sum(drift**2)
    evolved = expm(-2j*np.diag(vy) - 2*C) @ drift
    collided = (drift @ evolved).real/np.sum(drift**2)
    return null.shape[1], survives, free, collided, pairs

rays = len({tuple(p//gcd(*map(int, p))) for p in pts})
null1, keep1, free1, coll1, pairs1 = lattice_study([1.0], [(0, 0, 0)])
hit = pairs1[0]
assert len(hit) > 50
assert np.all(np.cross(pts[I[hit]], pts[J[hit]]) == 0)
assert np.all(np.sum(pts[I[hit]]*pts[J[hit]], axis=1) > 0)
assert null1 == rays and abs(keep1 - 1) < 1e-8
assert abs(free1 - coll1) < 1e-7
null2, keep2, free2, coll2, _ = lattice_study(
    [1.0, 1/np.sqrt(2)], [(0, 0, 0), (1, 1, 1), (1, 1, 0), (0, 1, 0)])
assert null2 < 2*rays and keep2 < 0.999 and abs(free2 - coll2) > 1e-3
print(f"lattice modes, directions = {n}, {rays}")
print(f"invariants, one branch = {null1}")
print(f"invariants, two branches = {null2} (of {2*rays} rays)")
print(f"lasting stress part, one branch = {keep1:.6f}")
print(f"lasting stress part, two branches = {keep2:.4f}")
print(f"drift wave, 1 branch, free/collided = {free1:.5f}/{coll1:.5f}")
print(f"drift wave, 2 branches, free/collided = {free2:.5f}/{coll2:.5f}")

# ---- Nonlinear kinetics on single rays: each finds its own temperature
M, h = 50, 0.3
x = h*np.arange(1, M+1)                      # hbar omega / (k * 100 K)
a, b = np.indices((M, M)).reshape(2, -1)
ok = a + b + 1 < M
a, b = a[ok], b[ok]
c = a + b + 1
change = np.zeros((len(a), M))
row = np.arange(len(a))
np.add.at(change, (row, a), 1)
np.add.at(change, (row, b), 1)
np.add.at(change, (row, c), -1)
strength = 0.5*h*(x[a]*x[b]*x[c])**2
def ray_rate(t, N):
    net = strength*(N[c]*(1 + N[a] + N[b]) - N[a]*N[b])
    return (net @ change)/x**2
ray_T = (130.0, 70.0)
for target in ray_T:
    thermal = 1/np.expm1(x*T/target)
    start = np.exp(-0.5*(x - 5)**2)
    start *= np.sum(x**3*thermal)/np.sum(x**3*start)
    sol = solve_ivp(ray_rate, (0, 300), start, method="BDF",
                    rtol=1e-7, atol=1e-11)
    assert sol.success
    end = sol.y[:, -1]
    seen = end > 1e-3
    fitted = T*x[seen]/np.log1p(1/end[seen])
    assert np.max(abs(fitted/target - 1)) < 2e-3
    ratio = np.sum(x**2*end)/np.sum(x**2*start)
    energy_ratio = np.sum(x**3*end)/np.sum(x**3*start)
    assert abs(energy_ratio - 1) < 1e-4 and abs(ratio - 1) > 0.05
    print(f"ray energy set for {target:.0f} K: final T = {fitted.mean():.2f} K")
    print(f"  number ratio end/start = {ratio:.3f}")
common = np.mean(np.array(ray_T)**4)**0.25
print(f"common T if the two rays could mix = {common:.1f} K")

# ---- Energy density, drift law, stress growth
e_formula = np.pi**2*(kB*T)**4/(30*hv**3)
e_direct = quad(lambda q: hv*q**3/np.expm1(hv*q/(kB*T))/(2*np.pi**2),
                0, 60*kB*T/hv, epsabs=1e-16)[0]
assert abs(e_direct/e_formula - 1) < 1e-6
w = 0.2
drifted = quad(lambda s: s**3/np.expm1(s*(1-w)), 0, 80)[0]
assert abs(drifted/(np.pi**4/15*(1-w)**-4) - 1) < 1e-7
mu, wmu = np.polynomial.legendre.leggauss(120)
phi = 2*np.pi*np.arange(64)/64
nx = np.sqrt(1 - mu[:, None]**2)*np.cos(phi)
ny = np.sqrt(1 - mu[:, None]**2)*np.sin(phi)
strain = 1e-3                                # velocity gradient times time
flux = np.sum(wmu[:, None]*nx*ny*(1 + strain*nx*ny)**-4)/(2*64)
assert abs(flux/(-4*strain/15) - 1) < 1e-4
eta = 4/15*e_direct*tau
to_pascal = constants.e*1e30
print(f"energy density = {e_direct:.3e} eV/angstrom^3")
print(f"stress growth modulus 4e/15 = {4*e_direct/15:.3e} eV/angstrom^3")
print(f"tau = {tau*1e12:.0f} ps")
print(f"eta with tau = {eta*1e12:.3e} eV ps/angstrom^3")
print(f"  the same = {eta*to_pascal:.2e} Pa s")

# ---- Transverse drift wave with and without angular relaxation
k = 2*np.pi/wavelength
kappa = k*v*tau
project = 0.75*wmu*(1 - mu**2)               # momentum average over angles
L = (-1j*kappa*np.diag(mu) - np.eye(len(mu))
     + np.outer(np.ones(len(mu)), project))
slow = -np.linalg.eigvals(L).real.max()
assert abs(slow/(kappa**2/5) - 1) < 0.01
s = 2.0
flight = np.sum(project*np.cos(s*mu))
assert abs(flight - 3*spherical_jn(1, s)/s) < 1e-10
relaxed = (project @ expm(L*s/kappa) @ np.ones(len(mu))).real
viscous = np.exp(-kappa*s/5)
assert abs(relaxed/viscous - 1) < 0.01
print(f"wavelength = {wavelength:.1e} angstrom, k v tau = {kappa:.4f}")
print(f"time 2/(kv) = {s/(k*v)*1e12:.0f} ps")
print(f"wave left, collinear only = {flight:.4f}")
print(f"wave left, kinetic with tau = {relaxed:.4f}")
print(f"wave left, viscous law = {viscous:.4f}")
print(f"viscous decay time = {5*tau/kappa**2*1e12:.3e} ps")

# ---- Neglected effects: dispersion
bend = 2.0                                   # angstrom, rough lattice spacing
gamma = bend**2/24
def chain(q):
    return hv*2/bend*np.sin(q*bend/2)
angles = np.linspace(0, np.pi, 2001)
Qs = np.sqrt(q1**2 + q2**2 + 2*q1*q2*np.cos(angles))
detuning = chain(q1) + chain(q2) - chain(Qs)
assert detuning.min() > 0 and detuning.argmin() == 0
assert abs(detuning[0]/(3*gamma*hv*q1*q2*qsum) - 1) < 0.03
def upward_angle(g):
    f = lambda q: q*(1 + g*q*q)
    return brentq(lambda t: f(q1) + f(q2) - f(total_length(t)), 0, 2,
                  xtol=1e-13)
assert abs(upward_angle(gamma/100)/(np.sqrt(6*gamma/100)*qsum) - 1) < 2e-3
print(f"bending length = {bend:.1f} angstrom, gamma = {gamma:.4f} angstrom^2")
print(f"downward detuning = {detuning[0]:.3e} eV")
print(f"detuning / linewidth = {detuning[0]/(hbar/tau):.1f}")
print(f"angle if bent upward = {np.degrees(upward_angle(gamma)):.1f} deg")
for temp in (100, 300):
    q = qsum*temp/T
    print(f"dispersion drop of phonon 3, {temp} K = "
          f"{100*(1 - chain(q)/(hv*q)):.1f} %")

# ---- Neglected effects: anisotropy and the slower branch
C11, C12, C44 = 6.7, 0.8, 3.6                # eV/angstrom^3, rough diamond
def fastest(q):
    mat = (C12 + C44)*q[:, :, None]*q[:, None, :]
    d = np.arange(3)
    mat[:, d, d] = C11*q**2 + C44*(np.sum(q**2, axis=1)[:, None] - q**2)
    return np.sqrt(np.linalg.eigvalsh(mat)[:, -1])
pa, pb = rng.normal(size=(2, 40000, 3))
aniso = fastest(pa) + fastest(pb) - fastest(pa + pb)
iso = norm(pa, axis=1) + norm(pb, axis=1) - norm(pa + pb, axis=1)
stiff_ratio = np.min(aniso/(np.sqrt(C11)*iso))
assert stiff_ratio > 0
speed = fastest(pa/norm(pa, axis=1)[:, None])
ratio = np.sqrt(C44/C11)
def split_gap(t):
    one = np.array([np.cos(t), np.sin(t)])
    two = np.array([np.cos(t), -np.sin(t)])
    return ratio*(norm(one) + norm(two)) - norm(one + two)
half_angle = brentq(split_gap, 0.01, 1.5)
assert abs(half_angle - np.arccos(ratio)) < 1e-9
print(f"C11, C12, C44 = {C11}, {C12}, {C44} eV/angstrom^3")
print(f"fast-branch speed max/min = {speed.max()/speed.min():.3f}")
print(f"least mismatch, anisotropic/isotropic = {stiff_ratio:.3f}")
print(f"slow/fast speed along cube axis = {ratio:.3f}")
print(f"angle between two slow daughters = {np.degrees(2*half_angle):.1f} deg")
print("every check passed")
```

Running it gives:

```
hbar*v = 0.12 eV angstrom
sound speed = 182.3 angstrom/ps
temperature = 100 K, kT = 0.00862 eV
q1, q2 = 0.10, 0.20 1/angstrom
phonon energies 1, 2 = 0.0120, 0.0240 eV
mismatch at 1 deg = 1.218e-06 eV
mismatch at 10 deg = 1.217e-04 eV
mismatch at 60 deg = 4.251e-03 eV
umklapp pairs sampled = 5424
smallest umklapp mismatch = 0.0082 x 2pi/a
linewidth hbar/tau = 6.582e-06 eV
weight / full weight = 0.4999
rms angle from linewidth = 2.08 deg
lattice modes, directions = 256, 218
invariants, one branch = 218
invariants, two branches = 341 (of 436 rays)
lasting stress part, one branch = 1.000000
lasting stress part, two branches = 0.8145
drift wave, 1 branch, free/collided = 0.65757/0.65757
drift wave, 2 branches, free/collided = 0.77259/0.80585
ray energy set for 130 K: final T = 130.00 K
  number ratio end/start = 1.534
ray energy set for 70 K: final T = 70.00 K
  number ratio end/start = 2.830
common T if the two rays could mix = 111.5 K
energy density = 1.050e-06 eV/angstrom^3
stress growth modulus 4e/15 = 2.800e-07 eV/angstrom^3
tau = 100 ps
eta with tau = 2.800e-05 eV ps/angstrom^3
  the same = 4.49e-06 Pa s
wavelength = 1.0e+07 angstrom, k v tau = 0.0115
time 2/(kv) = 17460 ps
wave left, collinear only = 0.6531
wave left, kinetic with tau = 0.9955
wave left, viscous law = 0.9954
viscous decay time = 3.810e+06 ps
bending length = 2.0 angstrom, gamma = 0.1667 angstrom^2
downward detuning = 3.579e-04 eV
detuning / linewidth = 54.4
angle if bent upward = 16.8 deg
dispersion drop of phonon 3, 100 K = 1.5 %
dispersion drop of phonon 3, 300 K = 13.0 %
C11, C12, C44 = 6.7, 0.8, 3.6 eV/angstrom^3
fast-branch speed max/min = 1.063
least mismatch, anisotropic/isotropic = 0.741
slow/fast speed along cube axis = 0.733
angle between two slow daughters = 85.7 deg
every check passed
```
